\section*{Level repulsion, open leads and conductance fluctuations of order e²/h}

\section{How many disorder samples?}

A calculation of the mean conductance of a disordered wire must fix the number of disorder configurations to be averaged. Take a silver wire whose conductance is $G=1101\,e^2/h$ (parameters below). If its energy levels were placed independently, a counting estimate would give an rms fluctuation of $46.9\,e^2/h$, or $4.3\%$ of $G$. A standard error of $0.1\%$ would then need about $(4.3/0.1)^2\approx1800$ samples. If the rms is instead $0.79\,e^2/h$, or $0.07\%$ of $G$, one sample suffices. The choice depends on how strongly the fluctuations are suppressed, and by what.

Four contributions are weighed here: the mean number of levels, their repulsion, the sharpness of the counting window, and escape into the leads. Repulsion alone leaves a variance that grows as $\ln g$, which is not constant. The leads remove this logarithm.

\section{The mean: levels in the Thouless window}

The wire has length $L$, cross-section $A$ and diffusion constant $D$. It is phase coherent and much longer than the mean free path, and its transverse size is much smaller than $L$. Let $\nu$ be the density of states per spin, volume and energy, so that the level spacing per spin is $\Delta=1/(\nu AL)$. The Einstein relation for two spins is $\sigma=2e^2\nu D$. Hence
\begin{equation}
G=\frac{\sigma A}{L}=\frac{2e^2D}{L}\,\nu A
=\frac{2e^2D}{L^2\Delta}
=\frac{2e^2}{h}\,g,\qquad
g=\frac{E_c}{\Delta},\quad E_c=\frac{hD}{L^2}.
\end{equation}
The window $E_c$ thus contains on average $g$ levels per spin, where $g$ is the conductance per spin in units of $e^2/h$. With $E_{\rm Th}=\hbar D/L^2$, the window is $E_c=2\pi E_{\rm Th}$.

The counting argument now supposes that $g$ fluctuates like the number of levels $N$ in this window. The equality of means does not prove this, so the argument can supply a scale but not a coefficient. Transport itself is examined in Section 6.

\section{Independent levels}

Place $N_0$ levels independently, each with probability $p=n/N_0$ of falling in a window of mean content $n$. The variance of a sum of independent yes-or-no variables is
\begin{equation}
\operatorname{var}N=N_0p(1-p)=n\left(1-\frac{n}{N_0}\right)\longrightarrow n
\quad(N_0\gg n).
\end{equation}
At $n=g$ the rms count is $\sqrt g$. The absolute fluctuation of $G$ would grow as $\sqrt g$ from one conductor to another, and no universal scale would appear.

\section{Level repulsion}

\subsection{Origin of the repulsion}

Without magnetic field or spin-orbit scattering the Hamiltonian can be taken real symmetric, $H=O\Lambda O^T$, with $\Lambda$ the diagonal matrix of levels $E_i$. Put $B=O^TdO$, which is antisymmetric because $O^TO=1$. Then
\begin{equation}
O^TdH\,O=d\Lambda+B\Lambda-\Lambda B,\qquad
(O^TdH\,O)_{ij}=B_{ij}(E_j-E_i)\quad(i\ne j).
\end{equation}
Each off-diagonal element contributes a factor $|E_i-E_j|$ to the volume element. If an element has $\beta$ real components, the factor is $|E_i-E_j|^\beta$: $\beta=1$ for real matrices (the Gaussian orthogonal ensemble, GOE), $2$ for complex ones, and $4$ for quaternion ones, which describe strong spin-orbit scattering. The Gaussian weight of these ensembles depends on the $E_i$ alone, so
\begin{equation}
P(\{E_i\})\propto\exp\Big[\beta\sum_{i<j}\ln|E_i-E_j|-\text{confinement}\Big].
\end{equation}
The levels behave as a gas with logarithmic repulsion.

\subsection{Fluctuations of the gas}

Measure energy in mean spacings, $x=E/\Delta$, and write the density as $1+\delta\rho(x)$. Terms linear in $\delta\rho$ cancel because the mean density is the equilibrium one. For variations slow on the scale of a spacing, the quadratic weight is
\begin{equation}
\exp\Big[\frac{\beta}{2}\iint\delta\rho(x)\,\delta\rho(y)\ln|x-y|\,dx\,dy\Big].
\end{equation}
Define $\tilde f(\tau)=\int f(x)e^{2\pi ix\tau}dx$, where $\tau=t\Delta/h$ is a dimensionless time. The derivative of $\ln|x|$ is $1/x$, whose transform is $i\pi\,\mathrm{sgn}\,\tau$, while differentiation multiplies a transform by $-2\pi i\tau$. The transform of $\ln|x|$ is therefore $-1/(2|\tau|)$ for $\tau\neq0$.

On an interval of length $X$ the allowed $\tau$ are spaced by $1/X$. Adding the equal terms at $\tau$ and $-\tau$ gives each mode the weight
\begin{equation}
\exp\Big[-\frac{\beta}{2}\cdot\frac{2}{X}\cdot\frac{|\tilde\rho(\tau)|^2}{2|\tau|}\Big]
=\exp\Big[-\frac{\beta|\tilde\rho(\tau)|^2}{2X|\tau|}\Big].
\end{equation}
A complex Gaussian $e^{-|z|^2/s}$ has $\langle|z|^2\rangle=s$. The form factor is thus
\begin{equation}
K(\tau)=\frac{\langle|\tilde\rho(\tau)|^2\rangle}{X}=\frac{2|\tau|}{\beta},
\qquad |\tau|\ll1 .
\end{equation}
Independent levels have $K=1$. Repulsion suppresses the slow density waves, and these are the ones that change the content of a wide window. For $|\tau|\gg1$ individual levels are resolved and $K\to1$ here too.

\subsection{The logarithm and its weight}

A sum $\sum_iF(x_i)$ has variance $\int K|\tilde F|^2d\tau$. A sharp window of $n$ spacings has $|\tilde F|=|\sin(\pi n\tau)/(\pi\tau)|$, so
\begin{equation}
\operatorname{var}N=\int_{-\infty}^{\infty}K(\tau)\frac{\sin^2(\pi n\tau)}{\pi^2\tau^2}\,d\tau .
\end{equation}
With $K=1$ this returns $n$. For the repelling gas, use $K=2|\tau|/\beta$ up to a fixed small $\tau_0$. That part is
\begin{equation}
\frac{4}{\beta\pi^2}\int_0^{\tau_0}\frac{\sin^2(\pi n\tau)}{\tau}d\tau
=\frac{2}{\beta\pi^2}\int_0^{\tau_0}\frac{1-\cos(2\pi n\tau)}{\tau}d\tau .
\end{equation}
The integrand is cut off below $\tau\sim1/n$ and averages to $1/\tau$ above, so the integral grows as $\ln n$. Corrections to $K$ and the range $\tau>\tau_0$ add a constant at large $n$, since there $\sin^2$ averages to $1/2$. Therefore
\begin{equation}
\operatorname{var}N=\frac{2}{\beta\pi^2}\ln n+c .
\end{equation}

The constant $c$ was measured on 1200 GOE matrices of size 200. For $n=2,8,32$ the variances are $0.583$, $0.870$ and $1.150$. The fitted slope is $0.204$, against $2/\pi^2=0.203$, and $c=0.450$; the exact GOE form factor of infinite matrices gives $c=0.442$, so the fitted value is high by about $0.01$. Drawing levels independently from the same density raises the variance at $n=32$ to $27.3$; the binomial formula gives $32(1-32/200)=26.9$. The density is the same in both cases, so the suppression comes from correlations.

A metal is not a GOE matrix. A closed $16\times25$ square lattice, with site energies spread uniformly over a range of 2 hopping energies, gives $0.614$ and $0.745$ for $n=2$ and $4$; the logarithmic law gives $0.591$ and $0.731$. This supports the law for small windows. Wider windows also involve times shorter than $L^2/D$, on which an electron has not explored the sample. In a long closed wire this adds only about $0.04$ to the variance at $E_c$, as the diffusion modes of Section 5.3 show.

\section{Removing the logarithm}

\subsection{Sharp edges}

Replace the sharp window by the weight $F=e^{-x^2/2s^2}$, for which $\tilde F=s\sqrt{2\pi}\,e^{-2\pi^2s^2\tau^2}$. For $s\gg1$,
\begin{equation}
\operatorname{var}=\frac{4}{\beta}\int_0^\infty\tau\,2\pi s^2e^{-4\pi^2s^2\tau^2}d\tau
=\frac{8\pi s^2}{\beta}\cdot\frac{1}{8\pi^2s^2}=\frac{1}{\pi\beta}.
\end{equation}
The width has cancelled. The logarithm came from levels crossing sharp edges, which involve all times between $1/n$ and 1. For independent levels smoothing does not help: the variance is $\int F^2dx=s\sqrt\pi$, still proportional to the width.

GOE matrices give $0.316$, $0.317$ and $0.305$ for $s=4,8,16$, against $1/\pi=0.318$. For $\beta=4$ and $s=4$, counting each degenerate pair once, 700 matrices give $0.076$ against $0.080$. For nearly Gaussian counts the relative sampling error of a variance from $m$ samples is about $\sqrt{2/m}$, here $4\%$ and $5\%$ for one window, comparable with the largest deviations. At $s=16$ the finite matrix size also matters: by itself it lowers the expected value from $0.318$ to about $0.311$. The departure of the GOE form factor from $2|\tau|$ lowers the expected values by a further $3\%$, $2\%$ and $1\%$ at $s=4,8,16$.

\subsection{Escape from a cavity}

Leads supply smoothing physically, since they turn levels into resonances. Consider a chaotic cavity with $M$ fully open channels. At occupation $f$, an energy slice $dE$ holds $f\,dE/\Delta$ electrons and loses $Mf\,dE/h$ per unit time. The escape rate is $M\Delta/h$, and the survival probability after $t=\tau h/\Delta$ is $e^{-M\tau}$.

Semiclassically, level-density fluctuations are sums over closed paths, and $K$ collects the mean squared weights of paths of duration $t$. Escape multiplies these by the survival probability. To leading order in $1/M$,
\begin{equation}
K=\frac{2\tau}{\beta}e^{-M\tau}\quad(\tau>0).
\end{equation}
The variance requires $I(b)=\int_0^\infty\tau^{-1}\sin^2(b\tau)e^{-a\tau}d\tau$. Differentiating,
\begin{equation}
\frac{dI}{db}=\int_0^\infty\sin(2b\tau)e^{-a\tau}d\tau=\frac{2b}{a^2+4b^2},
\qquad I=\frac14\ln\Big(1+\frac{4b^2}{a^2}\Big),
\end{equation}
since $I(0)=0$. With $b=\pi n$, $a=M$ and the prefactor $4/(\beta\pi^2)$,
\begin{equation}
\operatorname{var}N=\frac{1}{\beta\pi^2}\ln\left[1+\Big(\frac{2\pi n}{M}\Big)^2\right].
\end{equation}
If $n$ grows in proportion to $M$, the variance stays constant. If $n$ grows at fixed $M$, the logarithm returns with its old slope $2/(\beta\pi^2)$. Thus leads remove the logarithm when the window scales with the escape rate, as a Thouless window does.

This formula rests on a semiclassical step, so it was tested on GOE matrices coupled to $M$ channels, counting resonances by the continuous phase of $\det(E-H_{\rm eff})$, where $H_{\rm eff}$ includes the escape. For $n=M/2$ the formula gives $\ln(1+\pi^2)/\pi^2=0.242$. The matrices give $0.245$ at $M=12$ and $0.242$ at $M=24$. The closed-sample law would give $0.81$ and $0.95$ for the same windows.

\subsection{Escape from a diffusive wire}

In a wire, the survival probability is replaced by the return probability integrated over the starting point, $\sum_je^{-\gamma_jt}$. Absorbing ends require diffusion modes $\sin(\pi jz/L)$, so $\gamma_j=\pi^2j^2D/L^2$ with $j=1,2,\dots$ A closed wire has the same nonzero rates and also the mode $\gamma=0$, which is the source of its logarithm.

For each mode $a=\gamma_jh/\Delta$. With $n=E/\Delta$ and $x$ now denoting $E/E_{\rm Th}$, one has $2\pi n/a=E/(\hbar\gamma_j)=x/(\pi^2j^2)$. Hence
\begin{equation}
\operatorname{var}N=\frac{1}{\beta\pi^2}\sum_{j=1}^{\infty}\ln\Big(1+\frac{x^2}{\pi^4j^4}\Big).
\end{equation}
To sum it, set $z^2=ix$ in $\sinh z/z=\prod_j(1+z^2/\pi^2j^2)$ and take the squared modulus. Since $z=u+iu$ with $u=\sqrt{x/2}$, and $|\sinh(u+iu)|^2=\sinh^2u+\sin^2u=(\cosh2u-\cos2u)/2$,
\begin{equation}
\operatorname{var}N=\frac{1}{\beta\pi^2}
\ln\frac{\cosh\sqrt{2x}-\cos\sqrt{2x}}{2x}.
\end{equation}
At $E=E_c$, $x=2\pi$. The fraction is $(17.33+0.92)/12.57=1.45$, and for $\beta=1$ the variance is $0.373/\pi^2=0.038$. It contains neither $g$, nor $D$, nor $L$.

The limits show what this constancy requires. For $x\ll1$, $\sum_jj^{-4}=\pi^4/90$ gives $\operatorname{var}N\simeq x^2/(90\pi^2\beta)$: a window much narrower than the resonances hardly fluctuates. For $x\gg1$, $\operatorname{var}N\simeq[\sqrt{2x}-\ln(4x)]/(\beta\pi^2)$, which grows with the window. The result is independent of $g$ at a fixed ratio $E/E_{\rm Th}$, and its value depends on that ratio.

\section{What conductance adds to counting}

The conductance per spin is $g=\sum_nT_n$, a sum over the transmission eigenvalues of $N_{\rm ch}$ channels. If a channel is picked at random, with variance $\operatorname{var}T$ and covariance $C$ between two different channels, then
\begin{equation}
\operatorname{var}g=N_{\rm ch}\operatorname{var}T+N_{\rm ch}(N_{\rm ch}-1)C .
\end{equation}
Values drawn independently from the common density of $T$ have $C=0$. Because the labels are random, values that differ between channels but never fluctuate already give $C<0$. To isolate the second term, 400 lattice wires of each width were computed, and their $T_n$ were then shuffled between samples, which keeps the density of $T$ and destroys the correlations. Length (50 sites), disorder (uniform site energies over a range of 1.5 hopping energies) and energy ($-1.05$ hopping energies) were held fixed.
\begin{center}
\begin{tabular}{ccccc}
Width & Channels & Mean $g$ & $\operatorname{var}g$ & Shuffled\\
\hline
10 & 7 & 1.77 & 0.138 & 0.59\\
20 & 13 & 3.59 & 0.152 & 1.53\\
30 & 20 & 5.56 & 0.156 & 2.36
\end{tabular}
\end{center}
The mean grows by a factor $3.1$ and the shuffled variance by $4.0$, the true variance only by $1.13$; each variance carries a sampling error near $7\%$. Larger samples (2500 and 800 wires) give $0.68$ and $2.17$ for the shuffled variance at widths 10 and 30, a factor $3.2$ close to that of the mean, and $0.125\pm0.004$ and $0.165\pm0.008$ for the true one. This weak rise is in the direction expected from the change of shape: diffusion theory gives $0.134$ and $0.150$ for these ratios of width to length. At width 30 the covariance term is $0.156-2.36=-2.20$ and cancels most of the independent-channel variance. The cancellation expresses rigidity: the $T_n$ of each sample, sorted by size, stay close to their mean values and cover the density evenly, as repelling levels cover a spectrum. Almost all of the shuffled variance is the spread among these mean values; shuffling only among values of the same rank gives about $0.03$ at width 30, below the true variance.

The variance $0.156$ is about four times the open count $0.038$. This ratio has no meaning of its own, because the open count depends on the chosen window $E/E_{\rm Th}$. Counting makes a scale of order $e^2/h$ plausible; the coefficient needs a transport calculation.

\section{The contributions weighed in a silver wire}

Take a wire $1000\times60\times30$ nm at $0.03$ K, with a mean free path $\ell=20$ nm and free-electron states. One electron per atom and a lattice constant of $0.409$ nm give a density of $5.85\times10^{22}$ cm$^{-3}$ and a Fermi velocity $v_F=1.39\times10^8$ cm/s. Then
\begin{align}
D&=\tfrac13v_F\ell=\tfrac13(1.39\times10^8)(2.0\times10^{-6})=92.7\ \mathrm{cm^2/s},\\
g&=\frac{E_c}{\Delta}=\frac{38.32\ \mu\mathrm{eV}}{0.06959\ \mu\mathrm{eV}}=551 .
\end{align}
So $G=2g\,e^2/h=42.7$ mS, or $23.4\ \Omega$. The two spins share the same orbital levels and fluctuate together, so the rms of $G$ is $2\sqrt{\operatorname{var}}$ in units of $e^2/h$. For the closed count, $\operatorname{var}N=0.2026\ln551+0.450=1.73$ ($1.72$ with $c=0.442$).
\begin{center}
\begin{tabular}{lcc}
Description & Variance per spin & rms $G$ ($e^2/h$)\\
\hline
Independent levels & 551 & 46.9\\
Closed GOE count & 1.73 & 2.6\\
Open GOE count & 0.038 & 0.39\\
Lattice-wire scale & 0.156 & 0.79
\end{tabular}
\end{center}
Repulsion does most of the work, reducing the rms by a factor of 18. Opening the sample reduces it by a further factor of 7 and removes the dependence on $g$. The last row transfers the variance of the widest lattice wire to silver as a scale; it corresponds to $31\ \mu$S. The shapes differ: width over length is $0.6$ for the lattice wire and $0.06$ for silver. By a golden-rule estimate the lattice wire is also only about four mean free paths long, against 50 for silver. For a long, thin diffusive wire with $\beta=1$, transport theory gives a variance of $2/15=0.133$ per spin, or an rms of $0.73\,e^2/h$, which is the value suited to the shape of the silver wire.

\subsection{Conditions and the real wire}

\emph{Temperature.} Thermal averaging multiplies a density wave of duration $t$ by the transform of $-\partial f/\partial E$, which is $y/\sinh y$ with $y=\pi k_BTt/\hbar$, and hence $K$ by its square. Here $k_BT/E_{\rm Th}=0.42$, and the rms open count falls by $1\%$.

\emph{Dephasing.} Thermal voltage noise across a coherent length $L_\phi$ gives, in order of magnitude, $\hbar/\tau_\phi\sim k_BT/g_\phi$, where $g_\phi=2gL/L_\phi$ is the conductance of that length in $e^2/h$. With $L_\phi^2=D\tau_\phi$,
\begin{equation}
L_\phi\sim L\left(\frac{2gE_{\rm Th}}{k_BT}\right)^{1/3}\approx14\ \mu\mathrm{m}\gg L .
\end{equation}
If instead $L\gg L_\phi$, the wire is $m=L/L_\phi$ independent resistors in series. Then $\delta R=\sqrt m\,\delta R_1$ and $R=mR_1$, so $\delta G=\delta R/R^2=m^{-3/2}\delta G_1$, and the fluctuation falls below $e^2/h$. Here $\delta G_1$ is itself reduced by thermal averaging, because the thermal length $\sqrt{\hbar D/k_BT}\approx1.5\ \mu$m is much shorter than $L_\phi$.

\emph{Localization.} Ohmic scaling brings $g$ down to 1 at a length $gL=0.55$ mm. The argument would fail for a phase-coherent wire approaching that length; at $0.03$ K the limit set by $L_\phi$ is reached first.

\emph{Symmetry.} A field of about $69$ mT puts one flux quantum $h/e$ through the area $L\times$ width. A field makes $H$ complex and drives the wire from $\beta=1$ towards $\beta=2$. The count variance of one spin has dropped by somewhat more than a third at this field and approaches half its zero-field value at a few flux quanta. The Zeeman splitting, about $8\ \mu$eV per flux quantum, shifts the windows of the two spins apart, and is to be compared with the slowest escape rate, $\hbar\gamma_1=\pi^2E_{\rm Th}\approx60\ \mu$eV. The correlation between the two counts is $0.97$ at one flux quantum, $0.75$ at three and near zero at ten. The variance of the total count falls below half its zero-field value from about two flux quanta and reaches a quarter near ten.

The chosen mean free path is a rough value for an evaporated silver film, and the implied resistivity, about $4\ \mu\Omega\,$cm, is a few times that of the bulk metal at room temperature. The assumption most open to doubt is the absence of spin-orbit scattering: in silver films its length is roughly of the order of a micrometre, comparable with $L$. In the strong limit $\beta=4$, the count variance of degenerate pairs is four times smaller and the rms halves, which would take the scale from $0.79$ to about $0.4\,e^2/h$. That limit requires a wire much longer than the spin-orbit length; when the two are comparable, the reduction is only partial. Magnetic impurities can also shorten $L_\phi$ well below the estimate above. These corrections change the coefficient; while $L<L_\phi$ and $g\gg1$, they do not restore growth as $\sqrt g$. The full set of computed values is in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
GOE: matrix size 200, samples 1200
window  2 levels: var GOE 0.583, independent 2.02
window  4 levels: var GOE 0.738, independent 3.94
window  8 levels: var GOE 0.870, independent 7.72
window 16 levels: var GOE 1.019, independent 14.94
window 32 levels: var GOE 1.150, independent 27.29
log slope: found 0.204, 2/pi^2 = 0.2026
measured constant c = 0.450
Gaussian width  4 levels: GOE variance 0.316
Gaussian width  8 levels: GOE variance 0.317
Gaussian width 16 levels: GOE variance 0.305
Gaussian theory GOE 1/pi = 0.3183
Gaussian width 4, GSE: 0.0756, theory 0.0796
closed lattice 16 x 25, disorder 2.0 hopping
lattice window 2 levels: var 0.614, log law 0.591
lattice window 4 levels: var 0.745, log law 0.731
open cavity M = 12, 6 levels: variance 0.245
open cavity M = 24, 12 levels: variance 0.242
open cavity theory: 0.2417
open diffusive wire at E_c: count variance 0.0378
lattice wires: length 50 sites, disorder 1.5 hopping
lattice wires: E = -1.05 hopping, samples 400
width 10: channels 7, mean g 1.77, var g 0.138, independent T 0.59
width 20: channels 13, mean g 3.59, var g 0.152, independent T 1.53
width 30: channels 20, mean g 5.56, var g 0.156, independent T 2.36
Ag wire: 1000 x 60 x 30 nm
Ag lattice constant 0.409 nm, mean free path 20 nm
electron density = 5.846e+22 cm^-3
Fermi energy = 5.493 eV
Fermi velocity = 1.390e+08 cm/s
diffusion constant = 92.7 cm^2/s
level spacing per spin = 0.06959 micro-eV
E_Th = 6.100 micro-eV
E_c = h D/L^2 = 38.32 micro-eV
g = levels per spin in E_c = 550.7
G = 42.67 mS, resistance = 23.44 ohm
closed GOE count variance at g = 1.729
rms G, independent levels: 46.933 e^2/h = 1818.2 micro-S
rms G, closed GOE count: 2.630 e^2/h = 101.9 micro-S
rms G, open GOE count: 0.389 e^2/h = 15.1 micro-S
rms G, simulated-wire scale: 0.790 e^2/h = 30.6 micro-S
temperature = 0.03 K, k_B T/E_Th = 0.424
thermal factor on rms open count = 0.989
dephasing length, order of magnitude = 13.7 micrometre
localization length scale g L = 0.55 mm
field for one flux quantum h/e in L x width = 68.9 mT
strong spin-orbit factor on rms = 0.50
\end{verbatim}
